# Transverse photons and the relativistic specific mass shift of lithium-like ions

**Q.** I want the specific mass shift of the $2p_j$–$2s$ transitions in a lithium-like ion. The nucleus recoils with minus the total electron momentum, so the pair term is $\sum_{i<j}\mathbf p_i\cdot\mathbf p_j/M$. If I take its mean value with Dirac orbitals instead of Schrödinger orbitals, I have the relativistic shift. What could be missing?

**A.** The magnetic interaction between electrons and nucleus. Use $\hbar=c=m=1$, with $m$ the electron mass, and $\zeta=Z\alpha$, where $\alpha$ is the fine-structure constant; bold $\boldsymbol\alpha$ is the Dirac matrix vector. In the centre-of-mass frame the nuclear canonical momentum is indeed $-\sum_i\mathbf p_i$. But the nuclear kinetic energy contains the canonical momentum minus charge times vector potential, and the electron currents produce a vector potential at the nucleus.

In Coulomb gauge, without retardation, a unit charge with velocity $\mathbf v$ gives in Fourier space
$$A_k(\mathbf q)=\frac{4\pi}{q^2}\Big(\delta_{kl}-\frac{q_kq_l}{q^2}\Big)v_l .$$
The transform of $4\pi/q^2$ is $1/r$. That of $4\pi/q^4$ is $-r/2$, up to a constant, since $\nabla^2(-r/2)=-1/r$. Hence $4\pi q_kq_l/q^4$ becomes $-\partial_k\partial_l(-r/2)=(\delta_{kl}-n_kn_l)/2r$, with $\mathbf n=\mathbf r/r$, and
$$A_k=\frac{\delta_{kl}+n_kn_l}{2r}\,v_l .$$

For an electron $\mathbf v\to\boldsymbol\alpha$. The product of electron and nuclear charges is $-\zeta$, so minus nuclear charge times potential is $+\mathbf R_i/2$, where
$$\mathbf R=\frac{\zeta}{r}\big[\boldsymbol\alpha+\mathbf n(\boldsymbol\alpha\cdot\mathbf n)\big].$$
The kinetic momentum of the nucleus is $-\sum_i\mathbf p_i+\sum_i\mathbf R_i/2=-\sum_i\mathbf D_i$, and its square divided by $2M$ is
$$H_M=\frac1{2M}\Big(\sum_i\mathbf D_i\Big)^2,\qquad \mathbf D=\mathbf p-\tfrac12\mathbf R .$$
Only the pair terms are used here. The $i=j$ terms belong to the normal mass shift, a separate contribution to the transition, but they cannot be read off this square. For one electron $\mathbf R^2=6\zeta^2/r^2$, since $\boldsymbol\alpha\cdot\boldsymbol\alpha=3$, and $\mathbf R_i^2/8M$ would add a spurious $\frac32\zeta^4/M$ to a $1s$ level. Through order $\zeta^4/M$ the $1s$ normal shift, $\zeta^2/2M$, follows from $[\mathbf p_i^2-\frac12(\mathbf R_i\cdot\mathbf p_i+\mathbf p_i\cdot\mathbf R_i)]/2M$ without that term. The specific mass shift comes from
$$\frac1M\sum_{i<j}\Big[\mathbf p_i\cdot\mathbf p_j-\tfrac12(\mathbf R_i\cdot\mathbf p_j+\mathbf p_i\cdot\mathbf R_j)+\tfrac14\mathbf R_i\cdot\mathbf R_j\Big].$$
The three parts involve no, one and two transverse photons.

**Q.** A magnetic term should be small. Why not treat it as a later refinement?

**A.** Compare it with the relativistic part of your own term. In an ion $r\sim1/\zeta$, $p\sim\zeta$ and $\boldsymbol\alpha\sim\zeta$, so $R\sim\zeta\cdot\zeta\cdot\zeta=\zeta^3$. One transverse photon is therefore of relative order $\zeta^2$, just like the Dirac correction to $\mathbf p_i\cdot\mathbf p_j$. Two photons give $\zeta^4$. Retardation enters through $e^{i\omega r}$, where $\omega\sim\zeta^2$ is the orbital energy difference. The term linear in $\omega r$ is imaginary, so the real correction to the one-photon term is of relative order $(\omega r)^2\sim\zeta^2$. It leaves the $\zeta^2$ coefficient alone but enters at $\zeta^4$, the same order as two photons.

**Q.** Then the size has to be computed. Which matrix elements enter?

**A.** Take a determinant $1s^2a$ of hydrogenic Dirac orbitals for a point nucleus. This is leading order in $1/Z$, with recoil to first order in $1/M$. The mean value of $\sum_{i<j}\mathbf D_i\cdot\mathbf D_j$ consists of direct products $\langle\mathbf D\rangle\cdot\langle\mathbf D\rangle$ minus exchange terms. Since $\mathbf D$ is odd under parity, the direct terms vanish, and so does exchange within $1s^2$. What is left is
$$E_{\rm SMS}=-\frac1M\sum_b|\langle a|\mathbf D|b\rangle|^2,$$
where $b$ runs over the two $1s$ orbitals. For $a=2s$ this too is zero by parity. In this model the $2p_j$–$2s$ shift is that of $2p_j$ alone.

The element has a compact form. Let $h=\boldsymbol\alpha\cdot\mathbf p+\beta+V$ and $V=-\zeta/r$. The Dirac matrices give $\{\boldsymbol\alpha,h-V\}=2\mathbf p$, hence
$$\langle a|\mathbf p|b\rangle=\tfrac12(E_a+E_b)\langle\boldsymbol\alpha\rangle+\zeta\langle\boldsymbol\alpha/r\rangle .$$
Two commutators are needed:
$$i[h,\mathbf r]=\boldsymbol\alpha,\qquad i[h,\mathbf n]=\frac{\boldsymbol\alpha-\mathbf n(\boldsymbol\alpha\cdot\mathbf n)}r .$$
The second holds because $\partial_ln_k=(\delta_{kl}-n_kn_l)/r$. Subtracting $\mathbf R/2$ turns $\zeta\langle\boldsymbol\alpha/r\rangle$ into half of $\zeta$ times the second operator. With $\Delta=E_a-E_b$,
$$\langle a|\mathbf D|b\rangle=\frac{i\Delta}2\big[(E_a+E_b)\langle\mathbf r\rangle+\zeta\langle\mathbf n\rangle\big].$$

Write an orbital as $r^{-1}(G\chi_\kappa,\,iF\chi_{-\kappa})$ with $\chi_{-\kappa}=-(\boldsymbol\sigma\cdot\mathbf n)\chi_\kappa$. As $(\boldsymbol\sigma\cdot\mathbf n)^2=1$, upper and lower components share the angular factor $\mathbf N=\langle\chi_a|\mathbf n|\chi_b\rangle$. The six functions $\sqrt3\,n_k/\sqrt{4\pi}$ times spin up or down form an orthonormal basis for $l=1$ with spin. The normalized $\chi_a$ lies in that space for both $2p_j$, so $\sum_b|\mathbf N|^2=1/3$. With $I_k=\int r^k(G_aG_b+F_aF_b)\,dr$,
$$E_{\rm SMS}=-\frac{\Delta^2}{12M}\big[(E_a+E_b)I_1+\zeta I_0\big]^2 .$$

**Q.** Does it reduce to the nonrelativistic result?

**A.** Yes. There $G_b=2\zeta^{3/2}re^{-\zeta r}$ and $G_a=\zeta^{5/2}r^2e^{-\zeta r/2}/(2\sqrt6)$. With $s=3\zeta/2$,
$$I_1=\frac{\zeta^4}{\sqrt6}\,\frac{24}{s^5},\qquad I_1^2=\frac{2^{15}}{3^9\zeta^2},\qquad \Delta=\frac{3\zeta^2}8 .$$
The bracket tends to $2I_1$, so
$$E_{\rm SMS}\to-\frac{\Delta^2I_1^2}{3M}=-\frac{2^9}{3^8}\frac{\zeta^2}M .$$

**Q.** And the first relativistic correction, with the photons included?

**A.** Define it by a factor $1+c_j\zeta^2$. The energies are
$$E_{1s}=\sqrt{1-\zeta^2},\quad E_{3/2}=\sqrt{1-\zeta^2/4},\quad E_{1/2}=\sqrt{(1+E_{1s})/2}.$$
Expansion to $\zeta^4$ gives $\Delta=\frac38\zeta^2(1+d_j\zeta^2)$ with $d_{3/2}=5/16$ and $d_{1/2}=11/48$. In both cases $E_a+E_b=2-\frac58\zeta^2$, while $\zeta I_0/I_1=\zeta s/4=\frac38\zeta^2$ at leading order. The bracket is then $2I_1(1-\zeta^2/8)$. If $I_1$ has relative correction $x_j\zeta^2$, squaring gives
$$c_j=2(d_j-\tfrac18+x_j).$$

For $x_j$ we need the radial equations
$$G'+\frac\kappa rG=\Big(1+E+\frac\zeta r\Big)F,\qquad F'-\frac\kappa rF=\Big(1-E-\frac\zeta r\Big)G .$$
For $1s$ ($\kappa=-1$) and $2p_{3/2}$ ($\kappa=-2$), put $G$ and $F$ both proportional to $r^\gamma e^{-\lambda r}$. Matching powers gives $\gamma^2=\kappa^2-\zeta^2$, $E=\gamma/|\kappa|$, $\lambda=\zeta/|\kappa|$ and
$$G=\sqrt{\tfrac{1+E}2}\,u,\quad F=-\sqrt{\tfrac{1-E}2}\,u,\quad u=\frac{(2\lambda)^{\gamma+1/2}r^\gamma e^{-\lambda r}}{\sqrt{\Gamma(2\gamma+1)}} .$$

Start with $2p_{3/2}$. The square-root factors contribute $(1-\frac{\zeta^2}8)(1-\frac{\zeta^2}{32})+\frac\zeta2\frac\zeta4=1-\frac{\zeta^2}{32}$. The remaining integral is
$$\frac{(2\zeta)^{\gamma_1+1/2}\,\zeta^{\gamma_2+1/2}\,\Gamma(\gamma_1+\gamma_2+2)}{\sqrt{\Gamma(2\gamma_1+1)\Gamma(2\gamma_2+1)}\;s^{\gamma_1+\gamma_2+2}},$$
with $\delta\gamma_1=-\zeta^2/2$ and $\delta\gamma_2=-\zeta^2/4$. Let $\psi$ be the logarithmic derivative of $\Gamma$. The change of the logarithm is
$$\delta\gamma_1\big[\ln\tfrac43+\psi(5)-\psi(3)\big]+\delta\gamma_2\ln\tfrac23,$$
where $\psi(5)-\psi(3)=\frac13+\frac14$; for $\delta\gamma_2$ the two $\psi(5)$ terms cancel. Collecting terms,
$$x_{3/2}=-\tfrac1{32}-\tfrac7{24}-\tfrac12\ln\tfrac43+\tfrac14\ln\tfrac32=-\tfrac{31}{96}-\tfrac14\ln\tfrac{32}{27},$$
$$c_{3/2}=-\tfrac{13}{48}-\tfrac12\ln\tfrac{32}{27}=-0.356 .$$

For $2p_{1/2}$, $\kappa=1$ and $\gamma=\sqrt{1-\zeta^2}$. Put first-degree polynomials in front of $r^\gamma e^{-\lambda r}$. Matching powers gives, to the order needed and before normalization,
$$G_a=r^\gamma e^{-\lambda r}\big(r+\tfrac34\zeta\big),\qquad F_a=r^\gamma e^{-\lambda r}\big(\tfrac32-\tfrac14\zeta r\big),$$
with $\lambda=\sqrt{1-E^2}=\frac\zeta2(1+\frac{\zeta^2}8)$. The contributions to $x_{1/2}$ are these.

- The leading powers of $r$, with their normalization, give
$$\frac{(2\zeta)^{\gamma+1/2}(2\lambda)^{\gamma+3/2}}{(\lambda+\zeta)^{2\gamma+3}}\sqrt{(2\gamma+2)(2\gamma+1)} .$$
The change of $\gamma$ by $-\zeta^2/2$ contributes $\frac12\ln\frac98-\frac7{24}$. The change of $\lambda$ contributes $\frac18(\frac52-\frac53)=\frac5{48}$.
- In the norm integral, the $\frac34\zeta$ term adds the fraction $\frac38\zeta^2$ and $F_a^2$ adds $\frac1{16}\zeta^2$. The inverse root gives $-\frac7{32}$.
- The factor $\sqrt{(1+E_{1s})/2}$ gives $-\frac18$.
- In $I_1$, the $\frac34\zeta$ term gives $\frac34\cdot\frac38=\frac9{32}$. The product $F_aF_b$ gives $-\frac12(\frac9{16}-\frac14)=-\frac5{32}$.

The sum is $x_{1/2}=-\frac{13}{32}+\frac12\ln\frac98$, so
$$c_{1/2}=-\tfrac{29}{48}+\ln\tfrac98=-0.486 .$$
Both corrections reduce the size of the shift.

**Q.** What would I have found with $\mathbf p_i\cdot\mathbf p_j$ alone?

**A.** Add $\mathbf R/2$ back to $\mathbf D$. Split it as
$$\frac{\mathbf R}2=\frac\zeta2\,\frac{\boldsymbol\alpha-\mathbf n(\boldsymbol\alpha\cdot\mathbf n)}r+\zeta\,\frac{\mathbf n(\boldsymbol\alpha\cdot\mathbf n)}r .$$
The first part has matrix element $\frac i2\zeta\Delta I_0\mathbf N$, by the commutator above. For the second, $\boldsymbol\alpha\cdot\mathbf n$ turns the pair $(G\chi_\kappa,iF\chi_{-\kappa})$ into $(-iF\chi_\kappa,-G\chi_{-\kappa})$, so its element is $i\zeta J\mathbf N$ with $J=\int(F_aG_b-G_aF_b)\,dr/r$. Relative to $\langle\mathbf D\rangle\simeq i\Delta I_1\mathbf N$, the element of $\mathbf R/2$ is
$$\eta_j\zeta^2=\frac{\zeta I_0}{2I_1}+\frac{\zeta J}{\Delta I_1}=\frac{3\zeta^2}{16}+\frac{8}{3\zeta}\frac J{I_1}.$$

For $2p_{3/2}$, $F_a=-\frac\zeta4G_a$ and $F_b=-\frac\zeta2G_b$ at leading order. Then $J=\frac\zeta4I_{-1}$ and $I_{-1}/I_1=s^2/12=3\zeta^2/16$, which gives $\eta_{3/2}=\frac3{16}+\frac18=\frac5{16}$.

For $2p_{1/2}$, up to a common factor,
$$J=\int r\Big(\frac32+\frac{\zeta r}4\Big)e^{-sr}dr=\frac3{2s^2}+\frac\zeta{2s^3},\qquad I_1=\frac{24}{s^5}.$$
Thus $J/I_1=33\zeta^3/128$ and $\eta_{1/2}=\frac3{16}+\frac{11}{16}=\frac78$.

Since $\langle\mathbf p\rangle=\langle\mathbf D\rangle(1+\eta_j\zeta^2)$, the coefficient for $\mathbf p_i\cdot\mathbf p_j$ alone is $c_j+2\eta_j$, and one transverse photon supplies $-2\eta_j$:

| State | $\mathbf p_i\cdot\mathbf p_j$ alone | transverse | total |
|---|---:|---:|---:|
| $2p_{1/2}$ | $+1.264$ | $-1.750$ | $-0.486$ |
| $2p_{3/2}$ | $+0.269$ | $-0.625$ | $-0.356$ |

**Q.** So the transverse photon mostly cancels the relativistic part of my operator?

**A.** It does more than cancel it. It is 1.38 times as large for $2p_{1/2}$ and 2.32 times for $2p_{3/2}$, with opposite sign. Your operator says that relativity strengthens the shift; the complete $\zeta^2$ term says that it weakens it. For $2p_{3/2}$ the remainder is even larger in size than the correction you started with.

**Q.** How much does this matter for an actual isotope difference?

**A.** Take a model ion with $Z=30$ and nuclear masses of 64 u and 66 u. Here $\zeta^2=0.047926$, and $mc^2(m/M)=4380.06$ meV for the lighter nucleus. The nonrelativistic shift is
$$-4380.06\times0.078037\times0.047926=-16.38\ \text{meV}.$$
I evaluated the three parts without expanding in $\zeta$, by Gaussian quadrature over the Dirac orbitals with finite-difference gradients. In meV, in the order none, one and two transverse photons, with parts and sums rounded separately:
$$2p_{1/2}:\quad-17.426+1.463-0.031=-15.994,$$
$$2p_{3/2}:\quad-16.593+0.499-0.004\simeq-16.097 .$$
Relative to these instantaneous totals, $\mathbf p_i\cdot\mathbf p_j$ alone is too large in size by 9.0% and 3.1%. It also gets the order of the two states wrong: it gives $2p_{1/2}$ the larger shift, whereas the full instantaneous operator gives it to $2p_{3/2}$, by a much smaller margin.

Going from 64 u to 66 u multiplies each shift by $64/66$, so heavy minus light is $-\frac1{33}$ of the value above. For $2p_{1/2}$ this is $484.7\ \mu$eV (117.2 GHz), against $528.1\ \mu$eV from $\mathbf p_i\cdot\mathbf p_j$. For $2p_{3/2}$ it is $487.8\ \mu$eV (117.9 GHz), against $502.8\ \mu$eV. The digits serve to compare operators within this model; they are not a prediction at that accuracy. Screening alone, estimated by nonrelativistic Hartree–Fock, lowers the size of the shift at $Z=30$ by about 12%, several times the net relativistic correction.

**Q.** Does the sign reversal survive in heavy ions, where the expansion in $\zeta$ is poor?

**A.** At the charges I evaluated, it does. The same quadrature gives, in percent of the nonrelativistic shift:

| $Z$, state | $\mathbf p_i\cdot\mathbf p_j$ excess | one photon | two photons | net |
|---|---:|---:|---:|---:|
| 10, $2p_{1/2}$ | $+0.68$ | $-0.94$ | $+0.00$ | $-0.26$ |
| 10, $2p_{3/2}$ | $+0.14$ | $-0.33$ | $+0.00$ | $-0.19$ |
| 50, $2p_{1/2}$ | $+19.6$ | $-27.9$ | $+1.6$ | $-6.7$ |
| 50, $2p_{3/2}$ | $+3.6$ | $-8.7$ | $+0.2$ | $-5.0$ |
| 80, $2p_{1/2}$ | $+66.8$ | $-100.4$ | $+15.1$ | $-18.5$ |
| 80, $2p_{3/2}$ | $+8.9$ | $-24.2$ | $+1.3$ | $-13.9$ |

At $Z=80$ the one-photon part for $2p_{1/2}$ is as large as the nonrelativistic shift itself, and the two-photon part, $15.1\%$ of that shift, is comparable in size to the net correction of $-18.5\%$. Even at $Z=50$ it is about a quarter of the net correction for $2p_{1/2}$. These rows describe the instantaneous operator. Retardation, of the same order as the two-photon part, is absent. Including it keeps the sign and barely moves $2p_{1/2}$, but it changes the net value for $2p_{3/2}$ from $-5.0$ to $-4.5$ at $Z=50$ and from $-13.9$ to $-11.2$ at $Z=80$, more than the two-photon column. Nuclear size and further effects of quantum electrodynamics are absent too.

**Q.** Can I keep your compact formula if I use screened orbitals?

**A.** Keep the operator $\mathbf D_i\cdot\mathbf D_j/M$, but not the compact formula. If $h$ also contains a screening potential $V_s$, then $\mathbf p=\frac12\{\boldsymbol\alpha,h\}-(V+V_s)\boldsymbol\alpha$. The field acting on the nucleus still brings only the nuclear $\zeta$ into $\mathbf R$, so $\langle\mathbf D\rangle$ acquires an extra term $-\langle V_s\boldsymbol\alpha\rangle$. In that case evaluate $\mathbf p$ and $\mathbf R$ directly. Screened orbitals also capture only part of the electron repulsion. A quantitative prediction needs the corrections in $1/Z$, the normal mass shift and the effect of nuclear size as well.
